\section*{The Nudged-Elastic-Band Force and Its Two Projections}

Let $V(\mathbf R)$ be the energy of a system with configuration $\mathbf R$ in $D$ Cartesian coordinates. A switching path between two minima, such as two opposite polarization states, is represented by images $\mathbf R_0,\ldots,\mathbf R_M$ with fixed ends. For each interior image define
\begin{equation}
\mathbf a_i=\mathbf R_{i+1}-\mathbf R_i,\qquad
\mathbf b_i=\mathbf R_i-\mathbf R_{i-1},\qquad
\boldsymbol\tau_i=\frac{\mathbf a_i+\mathbf b_i}{|\mathbf a_i+\mathbf b_i|},
\label{tangent}
\end{equation}
assuming $\mathbf a_i+\mathbf b_i\ne0$. With one spring constant $k>0$, the nudged-elastic-band force is
\begin{equation}
\boxed{\mathbf F_i=-(1-\boldsymbol\tau_i\boldsymbol\tau_i^{T})\nabla V(\mathbf R_i)
+k[(\mathbf a_i-\mathbf b_i)\cdot\boldsymbol\tau_i]\boldsymbol\tau_i.}
\label{neb}
\end{equation}
It vanishes on all interior images if and only if the physical force has no component normal to the discrete path and neighbouring images are equally spaced. Neither condition contains $k$. The first projection removes the physical force that makes images slide downhill; the second removes the spring force that pulls a curved band off its valley.

\section{First derivation: conditions on the path}

A steepest-descent path obeys $d\mathbf R/dt=-\nabla V$. Its unit tangent $\mathbf t$ is therefore parallel or antiparallel to $\nabla V$ wherever the gradient is nonzero, so that $\nabla V=(\mathbf t\cdot\nabla V)\mathbf t$. Moving the right-hand side to the left gives
\begin{equation}
(1-\mathbf t\mathbf t^{T})\nabla V=0.
\label{mep}
\end{equation}
At a saddle this holds because $\nabla V=0$. Here a minimum-energy path means one that satisfies \eqref{mep} and also lies in a valley, so that a small displacement normal to it is restored. A steepest-descent path from a saddle can lose its positive transverse curvature on the way down and continue along a ridge; such paths are left aside. This second requirement concerns stability and is not contained in \eqref{mep}.

Replace $\mathbf t$ by the discrete tangent \eqref{tangent}. The vector $(1-\boldsymbol\tau_i\boldsymbol\tau_i^T)\nabla V$ has no component along $\boldsymbol\tau_i$, so setting it to zero supplies $D-1$ equations for the $D$ coordinates of an image. The missing equation must fix the position of the image along the path. Choose equal spacing, $|\mathbf a_i|=|\mathbf b_i|$. Since
\begin{align}
|\mathbf a_i|^2-|\mathbf b_i|^2
&=(\mathbf a_i-\mathbf b_i)\cdot(\mathbf a_i+\mathbf b_i)\nonumber\\
&=|\mathbf a_i+\mathbf b_i|\,(\mathbf a_i-\mathbf b_i)\cdot\boldsymbol\tau_i,
\label{identity}
\end{align}
equal spacing is equivalent to $(\mathbf a_i-\mathbf b_i)\cdot\boldsymbol\tau_i=0$.

The signs follow from the response wanted. If the image is displaced normally up the wall of a valley, $-\nabla V$ points back towards the floor, so the normal condition enters with a minus sign. If the gap ahead is the larger, \eqref{identity} is positive and the image must move forward, along $+\boldsymbol\tau_i$. Multiplying the spacing condition by $k$ gives it the dimension of force. The sum is \eqref{neb}.

Adding the two conditions loses no information. Write the two terms of \eqref{neb} as $\mathbf F_i^{\perp}$ and $\mathbf F_i^{\parallel}$. They are orthogonal, hence
\begin{equation}
|\mathbf F_i|^2=|\mathbf F_i^{\perp}|^2+|\mathbf F_i^{\parallel}|^2.
\end{equation}
The sum vanishes only if both terms vanish, which proves the stated equivalence. The simpler spring term $k(|\mathbf a_i|-|\mathbf b_i|)\boldsymbol\tau_i$ has the same zeros: by \eqref{identity}, the term in \eqref{neb} is this one times the positive factor $(|\mathbf a_i|+|\mathbf b_i|)/|\mathbf a_i+\mathbf b_i|$.

The discrete tangent is an approximation. If the neighbours lie at arc lengths $h_+$ ahead and $h_-$ behind on a path of curvature $\kappa$ and principal normal $\mathbf n$, Taylor expansion gives
\begin{equation}
\mathbf a_i+\mathbf b_i=(h_++h_-)\mathbf t
+\tfrac12\kappa(h_+^2-h_-^2)\mathbf n+O(h^3).
\end{equation}
Dividing the normal part by the tangential part gives a tilt $\frac12\kappa(h_+-h_-)$. Equal spacing removes this leading error, so the spring term also improves the tangent used by the physical term.

\section{Second derivation: repairing an elastic band}

Start now from a chain of ordinary springs of zero natural length, with energy
\begin{equation}
S=\sum_{i=1}^{M-1}V(\mathbf R_i)
+\frac{k}{2}\sum_{i=0}^{M-1}|\mathbf R_{i+1}-\mathbf R_i|^2 .
\end{equation}
Image $i$ occurs in two spring terms. Differentiating $\frac{k}{2}|\mathbf a_i|^2$ with respect to $\mathbf R_i$ gives $-k\mathbf a_i$, and differentiating $\frac{k}{2}|\mathbf b_i|^2$ gives $+k\mathbf b_i$. Therefore
\begin{equation}
-\frac{\partial S}{\partial\mathbf R_i}
=-\nabla V(\mathbf R_i)+k(\mathbf a_i-\mathbf b_i).
\label{plain}
\end{equation}

To see what the spring force does, let the images vary smoothly with their index, $\mathbf R_i=\mathbf R(u)$ at $u=i$. The local spacing is $d=|d\mathbf R/du|=ds/du$, where $s$ is arc length. Using $d\mathbf t/ds=\kappa\mathbf n$, with $\mathbf n$ pointing towards the centre of curvature,
\begin{align}
\mathbf a_i-\mathbf b_i\simeq\frac{d^2\mathbf R}{du^2}
&=\frac{d}{du}(d\,\mathbf t)
=\frac{dd}{du}\mathbf t+d\,\frac{ds}{du}\frac{d\mathbf t}{ds}\nonumber\\
&=d\,\frac{dd}{ds}\,\mathbf t+d^2\kappa\,\mathbf n .
\label{springparts}
\end{align}

Place the band where it should be: on the minimum-energy path with $d$ constant. The normal physical force and the tangential spring force then vanish. What remains of \eqref{plain} is
\begin{equation}
-\frac{\partial V}{\partial s}\mathbf t+k d^2\kappa\,\mathbf n .
\label{offending}
\end{equation}
These terms are orthogonal and cannot cancel. The desired band is thus not stationary wherever the path slopes or bends.

Consider all forces made by giving the four parts fixed weights: $\alpha$ for the normal physical part, $\beta$ for the tangential physical part, $\gamma$ for the normal spring part and $\epsilon$ for the tangential spring part. On the desired band the force is \eqref{offending} with its terms multiplied by $\beta$ and $\gamma$. For it to vanish on a path that slopes and bends, $\beta=\gamma=0$ is required. The weights $\alpha$ and $\epsilon$ must be positive, or the valley and spacing conditions are not enforced with the restoring sign. Leaving the surviving parts at their original strength, $\alpha=\epsilon=1$, gives \eqref{neb} again.

\section{What each missing projection costs}

\subsection{Sliding}

Suppose that the full physical force is retained. In a smooth stationary band the tangential parts balance, whether or not the normal spring force has been removed:
\begin{equation}
\frac{\partial V}{\partial s}=k d\frac{dd}{ds}
=\frac{d}{ds}\left(\frac{k d^2}{2}\right)
\quad\Longrightarrow\quad \frac{k d^2}{2}-V=\text{constant}.
\label{energyintegral}
\end{equation}
This is energy conservation for a particle of mass $k$ in the potential $-V$, with $u$ as time and the spacing as speed. The particle is fastest where $V$ is highest, so the images are sparsest at the barrier, where they are most needed. Let $d_0$ be the spacing at the minimum, where $V=0$, and $d_s$ that at a saddle of energy $E_b$. Then
\begin{equation}
d_s^2-d_0^2=\frac{2E_b}{k}.
\label{sliding}
\end{equation}
With the springs projected on the tangent, the smooth band follows the minimum-energy path and $E_b$ is the true barrier. In the plain band the crossing energy is slightly higher, and \eqref{sliding} is a leading-order result.

\subsection{Corner cutting}

Suppose instead that the full spring force is retained. The normal balance is
\begin{equation}
\mathbf n\cdot\nabla V=k d^2\kappa .
\end{equation}
Let the band cross near the saddle at a small distance $\delta$ from it along $\mathbf n$, and let $\mathbf n$ be an eigenvector of the transverse Hessian with eigenvalue $\lambda>0$. Then $\mathbf n\cdot\nabla V=\lambda\delta$ to first order, and
\begin{equation}
\delta=\frac{k d_s^2\kappa}{\lambda}.
\label{corner}
\end{equation}
The shift is positive, towards the inside of the bend. Away from the saddle, a change of $\delta$ along the path tilts the band and mixes the slope $\partial V/\partial s$ into the normal balance at the same order; \eqref{corner} is therefore used at the saddle.

\subsection{Why tuning the spring is not a cure}

In the plain band both faults are present. Measure the uneven spacing by $\eta=1-d_0^2/d_s^2$. Equation \eqref{sliding} gives $\eta=2E_b/(k d_s^2)$, and multiplication by \eqref{corner} gives
\begin{equation}
\delta\,\eta=\frac{k d_s^2\kappa}{\lambda}\,\frac{2E_b}{k d_s^2}
=\frac{2\kappa E_b}{\lambda}.
\label{product}
\end{equation}
Both $k$ and the number of images have cancelled. As long as the band is smooth and the shift small, a stiffer spring evens the spacing and cuts the corner more; a softer one does the reverse. Since $\eta<1$ for $d_0>0$, the leading-order shift exceeds $2\kappa E_b/\lambda$ in any smooth plain band. Adding images at fixed $k$ lowers the shift but cannot remove it. Their number is $M=\int ds/d$ with $d^2=d_0^2+2V/k$, and $M\to\infty$ requires $d_0\to0$. Then $\eta\to1$, and the shift approaches a nonzero limit, equal to $2\kappa E_b/\lambda$ to leading order in the shift.

With one projection the situation is milder. If only the physical force is projected, the spacing is equal and \eqref{corner} tends to zero for soft springs. If only the spring force is projected, \eqref{sliding} tends to zero for stiff springs. Both limits have a price. Let the images move with velocity equal to the force (unit mobility). On a straight path with projected forces, small tangential displacements $\sigma_i$ then relax by $\dot\sigma_i=k(\sigma_{i+1}-2\sigma_i+\sigma_{i-1})$. Inserting $\sigma_i\propto\sin(m\pi i/M)$ gives the rates
\begin{equation}
4k\sin^2\frac{m\pi}{2M},\qquad m=1,\ldots,M-1 .
\end{equation}
Soft springs make spacing errors decay slowly; stiff ones introduce fast motion that shortens the stable step of an explicit relaxation. Both projections are necessary in this precise sense: on a general sloping, curved path, only with both is the stationary band independent of $k$, with no error left but that of the discrete tangent. On a straight path $\kappa=0$ and there is no corner to cut; on a level path there is no sliding.

\section{A two-mode switching path}

Let $x$ be a polar mode amplitude and $y$ a nonpolar one, with polar coordinates $(r,\theta)$ in this plane. For $\rho=r^2/r_0^2$ take the model
\begin{equation}
V=E_b\frac{y^2}{r_0^2}(2-\rho)+A(\rho-1)^2,
\end{equation}
with $r_0=0.5$ \AA, $E_b=0.1$ eV and $A=0.4$ eV. Substituting $y^2/r_0^2=\rho\sin^2\theta$ and $\rho(2-\rho)=1-(\rho-1)^2$ gives
\begin{equation}
V=E_b\sin^2\theta+(A-E_b\sin^2\theta)(\rho-1)^2 .
\label{modelpolar}
\end{equation}
Because $A>E_b$, the bracket is positive and $r=r_0$ is a valley floor with no radial force. The upper semicircle joins the minima $x=\pm r_0$ through a saddle at $\theta=90^\circ$. Every switching path crosses $x=0$, where \eqref{modelpolar} is at least $E_b$, so the model barrier is $0.1$ eV, or $9.65$ kJ/mol. Near the floor $\rho-1\simeq2(r-r_0)/r_0$. Equating the quadratic energy at the saddle to $\frac12\lambda(r-r_0)^2$ gives
\begin{equation}
\lambda=\frac{8(A-E_b)}{r_0^2}
=\frac{8(0.3)}{0.25}=9.6\ \text{eV/\AA}^2 .
\end{equation}

Put nine equal intervals on the semicircle. The angle between images is $20^\circ$ and the spacing is $d=2r_0\sin10^\circ=0.1736$ \AA. At $\theta=60^\circ$, with $\boldsymbol\tau$ pointing uphill, the tangential physical force is
\begin{equation}
-\frac{1}{r_0}\frac{\partial V}{\partial\theta}
=-\frac{E_b}{r_0}\sin2\theta
=-0.2(0.866)=-0.173\ \text{eV/\AA}.
\end{equation}
For $k=10$ eV/\AA$^2$, the inward spring force is
\begin{equation}
\frac{k d^2}{r_0}=\frac{10(0.1736)^2}{0.5}=0.603\ \text{eV/\AA}.
\end{equation}
The other two components are zero. The plain band therefore pushes this correctly placed image both downhill and inwards, while \eqref{neb} leaves it at rest.

The relaxed nine-interval bands show the consequences. The table lists the mirror-symmetric ones, with four movable images on each side of the saddle; the plain band at $k=1$ eV/\AA$^2$ also has stable arrangements with unequal numbers on the two sides. Here $\Delta$ is the largest distance of an image from the semicircle, $q$ the ratio of largest to smallest spacing, and $V_{\max}$ the highest image energy.

\begin{center}
\begin{tabular}{lcccc}
Projected & $k$ (eV/\AA$^2$) & $\Delta$ (\AA) & $q$ & $V_{\max}$ (eV)\\
\hline
neither & 1 & 0.045 & 25 & 0.066\\
neither & 5 & 0.062 & 2.4 & 0.109\\
neither & 10 & 0.102 & 1.8 & 0.135\\
physical & 10 & 0.067 & 1.0 & 0.116\\
spring & 1 & 0.003 & 13 & 0.079\\
both & 1 or 10 & 0.000 & 1.0 & 0.097
\end{tabular}
\end{center}

The soft plain band leaves a wide gap at the barrier: its nearest image is $0.34$ \AA\ from the saddle. The stiff one has an image energy 35\% above the barrier. The value $0.109$ eV at $k=5$ eV/\AA$^2$ looks better than the path deserves. In \eqref{modelpolar}, missing the top lowers the first term, while leaving the valley raises the second, and the two errors partly compensate.

With only the spring projected, a shift of $0.003$ \AA\ remains. The stationary condition makes $\nabla V$ parallel to $\boldsymbol\tau_i$; on the semicircle $\nabla V$ is parallel to the true tangent, so the shift comes from the tilt of $\boldsymbol\tau_i$ at unequal spacing.

The zero shift with both projections is special to the circle, where the tangent \eqref{tangent} is exact at equal spacing; on a general curved path a shift remains that shrinks with the spacing. The highest image is still 3\% below the barrier, because the images nearest the top are at $80^\circ$ and $100^\circ$, where $V=0.1\sin^2 80^\circ=0.097$ eV. This is a sampling error, not a force error. With ten intervals an image falls on the saddle by symmetry and its energy is $0.100$ eV.

The smooth-band laws were tested separately. With 60 intervals and only the spring projected, $d_s^2-d_0^2$ agrees with \eqref{sliding} to 0.2\%. For \eqref{product}, $A$ was raised to 40 eV so that $\delta$ is small compared with $r_0$; then $\lambda=1277$ eV/\AA$^2$ and the predicted product is $2(2)(0.1)/1277=3.13\times10^{-4}$ \AA. Tripling $k$ from 146 to 438 eV/\AA$^2$ raised $\delta$ from $3.7\times10^{-4}$ to $6.5\times10^{-4}$ \AA\ and lowered $\eta$ from 0.85 to 0.49. The products, $3.14\times10^{-4}$ and $3.15\times10^{-4}$ \AA, stay within 0.5\% of the prediction. The numerical output follows the text.

\section{What the two derivations assume}

The first derivation needs a differentiable energy, a defined tangent and a choice of spacing. It uses no band energy and no smooth limit, and its equivalence holds for any number of images. It fixes the zeros of the force but not its form: other positive weights on the two terms would give the same stationary bands. The second derivation starts from a definite mechanical chain and fixes the weights by leaving the retained parts unchanged. Its account of the discarded parts assumes closely spaced images on a smooth path, and the estimate of $\delta$ also assumes a small shift. In return it shows what goes wrong when a projection is omitted, and by how much.

Both use the Cartesian metric to define normal and equal spacing. Another metric, such as a mass-weighted one, generally changes a curved steepest-descent path between the stationary points, though not the energies of those points. If cell strains are included with atomic displacements, their relative scale must be chosen before a tangent has a meaning.

The projected force is no longer derived from $S$. The force from any smooth energy has a symmetric Jacobian $\partial\mathbf F_i/\partial\mathbf R_j$, since mixed second derivatives commute. For the nine-interval band at $k=1$ eV/\AA$^2$ the largest asymmetry is $0.79$ eV/\AA$^2$. In general, therefore, no function of the image coordinates has \eqref{neb} as its negative gradient, and an optimizer must work from forces and not from a decrease of $S$.

Nor can the springs be dropped once the physical force has been projected. Then $\boldsymbol\tau_i\cdot\mathbf F_i=0$ for every arrangement. Differentiating at a solution, where $\mathbf F_i=0$, gives $\boldsymbol\tau_i^T\partial\mathbf F_i/\partial\mathbf R_j=0$. These are $M-1$ independent relations among the rows of the Jacobian, so it has at least $M-1$ null directions. The example has eight for its eight movable images; with the springs restored there are none.

Finally, zero force does not prove that the band is a minimum-energy path. In the model, the straight line $y=0$ has no normal force by symmetry, and equally spaced images on it satisfy \eqref{neb}. It passes over $V=A=0.4$ eV at the origin, where the coefficient of $y^2$ is $2(E_b-A)/r_0^2<0$: it follows a ridge there, and a small normal displacement grows.

A true valley can also be unstable for the discrete band. Take two movable images on opposite sides of a saddle on a straight path, with slopes $+g$ and $-g$, spacing $d$, transverse stiffness $\lambda$ and normal displacements $y_1,y_2$. The fixed ends have zero displacement, so the tangents tilt by $y_2/(2d)$ and $-y_1/(2d)$. A tilt $\varepsilon$ at slope $V'$ adds $\varepsilon V'$ to the normal force, so to first order
\begin{equation}
\dot y_1=-\lambda y_1+\frac{g}{2d}y_2,\qquad
\dot y_2=-\lambda y_2+\frac{g}{2d}y_1 .
\end{equation}
Adding the equations shows that $y_1+y_2$ changes at the rate $-\lambda+g/(2d)$. It grows if $g>2d\lambda$: on a steep path in a soft valley both images leave the floor on the same side, and the band bows outwards. Longer bands have the same kind of coupling, and their stability must be read from the Jacobian. All the nine-interval bands in the table passed this test, with every eigenvalue having a negative real part.

\section*{Computed results}
\begin{verbatim}
Path radius: 0.500 angstrom
Model barrier: 0.1000 eV = 9.649 kJ/mol
Energy at x=y=0: 0.400 eV
Path curvature: 2.000 1/angstrom
Transverse stiffness at saddle: 9.600 eV/angstrom^2
Coarse band: 9 intervals, 8 movable images
Equal spacing on coarse exact path: 0.17365 angstrom
plain band, k=1.0 eV/angstrom^2:
  max off-path=0.04489 angstrom; max/min spacing=25.3947
  highest image=0.06571 eV; nearest saddle distance=0.34326 angstrom
plain band, k=5.0 eV/angstrom^2:
  max off-path=0.06236 angstrom; max/min spacing=2.4079
  highest image=0.10889 eV; nearest saddle distance=0.14714 angstrom
plain band, k=10.0 eV/angstrom^2:
  max off-path=0.10248 angstrom; max/min spacing=1.8326
  highest image=0.13478 eV; nearest saddle distance=0.15536 angstrom
normal physical + full spring, k=10.0 eV/angstrom^2:
  max off-path=0.06674 angstrom; max/min spacing=1.0000
  highest image=0.11551 eV; nearest saddle distance=0.10824 angstrom
full physical + tangential spring, k=1.0 eV/angstrom^2:
  max off-path=0.00274 angstrom; max/min spacing=13.0385
  highest image=0.07897 eV; nearest saddle distance=0.23557 angstrom
both projections, k=1.0 eV/angstrom^2:
  max off-path=0.00000 angstrom; max/min spacing=1.0000
  highest image=0.09698 eV; nearest saddle distance=0.08716 angstrom
both projections, k=10.0 eV/angstrom^2:
  max off-path=0.00000 angstrom; max/min spacing=1.0000
  highest image=0.09698 eV; nearest saddle distance=0.08716 angstrom
Components at image 3, angle=60.0 deg, k=10.0 eV/angstrom^2:
  physical inward normal: -0.00000 eV/angstrom
  physical tangential: -0.17321 eV/angstrom
  spring inward normal: 0.60307 eV/angstrom
  spring tangential: 0.00000 eV/angstrom
Null directions without springs: 8
Largest Jacobian asymmetry, both projections, k=1: 0.7914 eV/angstrom^2
Weak-spring corner cut, 10 intervals, k=0.01 eV/angstrom^2:
  measured=5.09846e-05, predicted=5.09745e-05 angstrom
Sliding test: 60 intervals, k=291.805 eV/angstrom^2
  squared-spacing difference: measured=6.84364e-04, predicted=6.85389e-04 angstrom^2
Steep valley: energy at x=y=0 40.0 eV, stiffness 1276.80 eV/angstrom^2, 60 intervals
  k=145.90 eV/angstrom^2: cut=3.66972e-04 angstrom, unevenness=0.85493, product=3.13734e-04 angstrom
  k=437.71 eV/angstrom^2: cut=6.46668e-04 angstrom, unevenness=0.48671, product=3.14739e-04 angstrom
  predicted product: 3.13283e-04 angstrom
Both projections, 10 intervals, k=5: highest image=0.10000 eV
\end{verbatim}
